# Why slow-light backscattering grows as group index squared and radiation loss linearly

**Question.** A mode of a periodic waveguide is slowed by tuning it towards a band edge. The same weak random roughness then scatters more of its power. Why does the loss per unit length by backscattering grow as the square of the group index $n_g=c/v_g$, while the loss by radiation out of the guide grows linearly, if the Bloch-mode profile is taken as fixed and each photon scatters at most once?

**Answer.** Roughness turns the incident field into a small set of sources. At a given power, a slow mode has a stronger field, because its energy stays longer in each unit of length. This gives one factor $n_g$ to every scattering loss. The sources then emit. Into the backward guided mode they emit in proportion to $n_g$, because that mode is as slow as the incident one. Into free space they emit at a rate that doesn't depend on $v_g$. Backscattering therefore has two factors $n_g$ and radiation has one.

## The first factor: field at given power

Fields are the real parts of complex amplitudes times $e^{-i\omega t}$, in Gaussian units, with $k_0=\omega/c$. The guide lies along $x$, has period $a$ and a real permittivity $\varepsilon(\mathbf r)$ without material dispersion. A forward Bloch mode $\mathbf E_k$ carries the mean power $P$ and the mean energy $U$ per length:

$$P=\frac{c}{8\pi}\,\mathrm{Re}\!\int(\mathbf E\times\mathbf H^*)_x\,dA,\qquad U=\frac1{16\pi a}\int_{\rm cell}(\varepsilon|\mathbf E|^2+|\mathbf H|^2)\,dV .$$

To relate them, compare two neighbouring modes, with differences $\delta\mathbf E,\delta\mathbf H,\delta k,\delta k_0$. From $\nabla\times\mathbf E=ik_0\mathbf H$ and $\nabla\times\mathbf H=-ik_0\varepsilon\mathbf E$,

$$\nabla\cdot(\mathbf E^*\times\delta\mathbf H+\delta\mathbf E\times\mathbf H^*)=i\,\delta k_0\,(\varepsilon|\mathbf E|^2+|\mathbf H|^2),$$

since the terms in $\mathbf H^*\cdot\delta\mathbf H$ and $\varepsilon\mathbf E^*\cdot\delta\mathbf E$ cancel in pairs. Integrate over one cell. The phase factor $e^{ikx}$ contributes $i\,\delta k\,x\,\mathbf E$ to $\delta\mathbf E$, and likewise for $\mathbf H$; all else is periodic and cancels between the end planes. The left side becomes $i\,\delta k\,a\cdot16\pi P/c$ and the right side $i\,\delta k_0\cdot16\pi aU$. Hence

$$v_g=\frac{d\omega}{dk}=\frac PU .$$

Write $\mathbf E_k=\sqrt U\,\mathbf e_k$, where $\mathbf e_k$ has unit energy per length. If $\mathbf e_k$ is fixed, $|\mathbf E_k|^2/P=|\mathbf e_k|^2/v_g$ grows as $n_g$.

## The second factor: emission into a slow mode

A weak change $\Delta\varepsilon$ adds the polarization $\mathbf p=\Delta\varepsilon\,\mathbf E_k/4\pi$. Using the undisturbed $\mathbf E_k$ here is the single-scattering assumption. At a slightly shifted silicon surface $\Delta\varepsilon$ isn't weak, and this source is right only for a field along the surface, as in the film below. For a field normal to the surface, the source must be found from the normal displacement, which is continuous. It is still linear in $\mathbf E_k$, so the powers of $n_g$ stay the same. The scattered field obeys $\nabla\times\mathbf H_s=-ik_0\varepsilon\mathbf E_s-4\pi ik_0\mathbf p$, so

$$\nabla\cdot(\mathbf E_s\times\mathbf H_k-\mathbf E_k\times\mathbf H_s)=-4\pi ik_0\,\mathbf E_k\cdot\mathbf p .$$

Integrate between two planes far to the left and right of the disorder, where the radiated field near the guide has died away. On the right, $\mathbf E_s$ is a multiple of $\mathbf E_k$ and the two terms cancel. On the left it is $r\mathbf E_{-k}$, with $\mathbf E_{-k}=\mathbf E_k^*$ and $\mathbf H_{-k}=-\mathbf H_k^*$. The outward normal there is $-x$, so the left plane gives $-r\cdot16\pi P/c$. Therefore

$$r=\frac{i\omega}{4P}\int\mathbf E_k\cdot\mathbf p\,dV=\frac{i\omega}{16\pi P}\int\Delta\varepsilon\,\mathbf E_k\cdot\mathbf E_k\,dV .$$

The product has no complex conjugate, because the outgoing wave is the time-reversed mode.

For a source $\mathbf p$ held fixed, the power sent backwards is

$$|r|^2P=\frac{\omega^2}{16P}\Big|\int\mathbf E_k\cdot\mathbf p\,dV\Big|^2=\frac{\omega^2}{16v_g}\Big|\int\mathbf e_k\cdot\mathbf p\,dV\Big|^2 .$$

This is the second factor $n_g$. For the real source, $\mathbf p$ itself contains $\sqrt U$. With $\omega/v_g=k_0n_g$, the mean reflected fraction per length is

$$\alpha_{\rm back}=\frac{\langle|r|^2\rangle}{L}=n_g^2\Big(\frac{k_0}{16\pi}\Big)^2\frac1L\Big\langle\Big|\int\Delta\varepsilon\,\mathbf e_k\cdot\mathbf e_k\,dV\Big|^2\Big\rangle\equiv C_b\,n_g^2 .$$

## Radiation has no second factor

The radiated power is quadratic in the source, so it equals $UW$, where $W$ is the power radiated by the source $\Delta\varepsilon\,\mathbf e_k/4\pi$. Dividing by the incident power gives

$$\alpha_{\rm out}=\frac{\langle UW\rangle}{LP}=\frac{n_g}{c}\,\frac{\langle W\rangle}{L}\equiv C_o\,n_g .$$

The outgoing waves in $W$ leave through the air. Their response must vary smoothly over the frequency range considered; then nothing in $W$ follows the guided velocity.

The rates per unit time are $v_g\alpha$: constant for radiation and proportional to $n_g$ for backscattering. If a second guided mode of group index $n_g'$ exists, the same emission argument gives a loss proportional to $n_gn_g'$. Scattering into a fast second mode thus also looks linear in $n_g$.

## How fixed can the profile be?

It can't be strictly fixed. The field $\mathbf E$ determines $\mathbf H=\nabla\times\mathbf E/(ik_0)$, hence $P$, $U$ and $v_g=P/U$. The statement becomes accurate near an ordinary band edge, where $v_g$ vanishes in proportion to the distance $\pi/a-k$.

Two waves show how. With $K=2\pi/a$, let the field along the guide be proportional to

$$\cos\theta\,e^{ikx}+\sin\theta\,e^{i(k-K)x}.$$

The waves carry opposite powers, so $v_g=v_0\cos2\theta$, where $v_0$ is the velocity without their coupling. This relation is accurate only for weak coupling; for strong grooves the proportionality to $\cos2\theta$ near the edge remains, but with a somewhat different constant. Put $\beta=v_g/v_0$. At the edge $\theta=\pi/4$: a standing wave. Nearby, $\theta\simeq\pi/4-\beta/2$, so the profile changes by about $\beta/2$, which is of order $1/n_g$.

The squared field has harmonics $\cos^2\theta$, $2\sin\theta\cos\theta$ and $\sin^2\theta$, at wavevectors near $K$, $0$ and $-K$. Let $S(q)$ be the power spectrum of the disorder. Backscattering is then weighted by

$$\begin{aligned}B&=(\cos^4\theta+\sin^4\theta)S(K)+4\sin^2\theta\cos^2\theta\,S(0)\\&=\tfrac12(1+\beta^2)S(K)+(1-\beta^2)S(0).\end{aligned}$$

The correction is of order $\beta^2$, although the profile changes in first order. The small travelling part matters for the velocity, but enters the mean square of the overlap only quadratically.

This holds for roughness spread over the whole period. At a node of the standing wave the field is itself of order $\beta$, so its intensity at given power falls as $1/n_g$. Roughness exactly at the nodes therefore doesn't follow the two laws. For roughness in a narrow strip around them, the laws return only closer to the edge, where the standing wave outweighs the small travelling part over most of the strip.

## A guide in which both losses can be computed

Take a thin silicon film in air, with thickness $h(x)=h_0+h_m\cos Kx$ and electric field along the grooves. Everything is uniform along them, and powers are per unit groove length. As a sheet of strength $s=(\varepsilon-1)h$ at $z=0$, the film gives

$$\nabla^2E+k_0^2[1+s(x)\delta(z)]E=0 .$$

In air a harmonic is $E_qe^{iqx-\kappa_q|z|}$, with $\kappa_q=\sqrt{q^2-k_0^2}$. Its slope jumps by $-2\kappa_qE_q$ at the sheet, so $2\kappa_qE_q=k_0^2(sE)_q$. Roughness $\delta s$ adds the source $k_0^2(\delta s\,E)_q$.

For the mode, let $E_m$ be the amplitude at $k+mK$. Since $\mathbf H=\nabla\times\mathbf E/(ik_0)$ and $\int e^{-2\kappa|z|}dz=1/\kappa$,

$$P=\frac{c}{8\pi k_0}J,\qquad J=\sum_m\frac{(k+mK)|E_m|^2}{\kappa_m},\qquad r=\frac{ik_0^2}{2J}\int\delta s\,E_k^2\,dx .$$

Write $E_k^2=\sum_nQ_ne^{i(2k+nK)x}$ and $\langle\delta s(x)\delta s(x')\rangle=C(x-x')$, with $S(q)=\int C(x)e^{-iqx}dx$. Over a length of many periods and correlation lengths, products of different harmonics average out, leaving

$$\alpha_{\rm back}=\Big(\frac{k_0^2}{2J}\Big)^2\sum_n|Q_n|^2S(2k+nK).$$

For radiation, let $M_{mm'}(q)=2\kappa_{q+mK}\delta_{mm'}-k_0^2s_{m-m'}$, where $s_n$ are the harmonics of $s$. The source at $q+mK$ is $k_0^2\sum_n\widetilde{\delta s}(q-k+nK)E_{m-n}$. Here $k_0<K/2$, so for $|q|<k_0$ the harmonic $q$ alone escapes. It has $\kappa_q=-ik_z$, $k_z=\sqrt{k_0^2-q^2}$. The two sides carry a flux $2k_z|E_q|^2$ in the units of $J$, so

$$\alpha_{\rm out}=\frac{k_0^4}{J}\int_{-k_0}^{k_0}\!\frac{dq}{2\pi}\,2k_z\sum_nS(q-k+nK)\Big|\sum_m[M^{-1}(q)]_{0m}E_{m-n}\Big|^2 .$$

At fixed energy per length, $J\propto v_g$. The two formulas show $1/J^2$ and $1/J$ directly.

## Numbers

The permittivity is 12, $a=530$ nm, $h_0=40$ nm and $h_m=16$ nm. The thickness roughness has rms $\sigma=0.10$ nm and correlation $e^{-x^2/\ell^2}$, with $\ell=100$ nm. These are held fixed while the wavelength is tuned towards the edge at 1556.4 nm.

A hand estimate at $n_g=20$ uses the two-wave model. The sheet without grooves has index $n=1.34$ at the edge wavelength. Its equation $\kappa=k_0^2s/2$ gives $k^2=k_0^2+k_0^4s^2/4$. Differentiation, with $k_0^2s^2/4=n^2-1$, gives its group index

$$n_0=\frac{1+2(n^2-1)}{n}=1.93 .$$

For one travelling wave $J=k|E|^2/\kappa$, so the reflection amplitude per unit of $\int\delta s\,e^{2ikx}dx$ is

$$g=\frac{k_0^2\kappa}{2k}=\frac{k_0^2\sqrt{n^2-1}}{2n}=5.4\times10^{-6}\ {\rm nm^{-2}}.$$

Slowing reduces $J$ by $\beta=n_0/n_g$ and raises this amplitude to $gn_g/n_0=5.6\times10^{-5}\ {\rm nm^{-2}}$. The spectrum is

$$S(0)=[(\varepsilon-1)\sigma]^2\sqrt\pi\,\ell=214\ {\rm nm^3},\qquad S(K)=e^{-K^2\ell^2/4}S(0)=0.70\,S(0).$$

Thus $B\simeq1.35\,S(0)=290\ {\rm nm^3}$ and

$$\alpha_{\rm back}\simeq(5.6\times10^{-5})^2\times290\approx9.1\times10^{-7}\ {\rm nm^{-1}}\approx40\ {\rm dB/cm},$$

where 1 cm$^{-1}$ is 4.34 dB/cm. The full calculation gives 36.7 dB/cm. The gap comes mainly from using the sheet without grooves. The grooves here are strong, and at the edge the mode has $k/k_0=\lambda/2a=1.47$, not 1.34. The same steps with $n=1.47$ give $n_0=2.26$ and 35 dB/cm.

| $n_g$ | back, dB/cm | out, dB/cm |
|---|---|---|
| 5 | 2.10 | 0.355 |
| 10 | 9.01 | 0.725 |
| 20 | 36.7 | 1.46 |
| 40 | 147 | 2.92 |

From $n_g=10$ to 20, backscattering rises 4.07 times and radiation 2.01 times. The separate factors can be seen at a groove-pattern crest, where the film is thickest. The incident intensity per power rises 2.02 times. A fixed source there sends 2.02 times as much power into the backward mode, but its radiated power changes by less than 1%.

The radiated power of the fixed source comes from the matrix $M^{-1}$ above. Its guided power and an independent value of the losses come from the response of the infinite grating computed in real space. Guided amplitudes were read far from the disorder; for the loss values, radiation was found as the work done by the sources minus the guided power. For roughness on a length of 10.6 µm this gives 36.2 and 1.44 dB/cm at $n_g=20$, about 1% below the formulas. An end correction of order $\ell/L\approx1\%$ is expected. The exponents between $n_g=10$ and 20 are 2.02 and 1.01.

The approach to a fixed profile also follows the argument. The profile differs from that at the edge by 10.5% at $n_g=10$ and 5.2% at $n_g=20$, measured by the norm of its harmonic amplitudes. The deficit of $\alpha_{\rm back}/n_g^2$ from its edge value falls from 2.2% to 0.56%, a factor 3.99. The two-wave formula predicts a deficit of 1.8% at $n_g=10$; with $n_0=2.26$ it gives 2.4%. The gap thus lies mainly in the choice of $n_0$ for strong grooves, not in the other harmonics. At $n_g=3$ the computed deficits are 24% for backscattering and 9% for radiation, so the simple powers are poor there.

## What a loss measurement would show

In single scattering, the transmitted power falls by both losses, $\alpha=C_on_g+C_bn_g^2$. With $\rho=\alpha_{\rm back}/\alpha_{\rm out}$ and fixed coefficients, the local exponent is

$$\frac{d\ln\alpha}{d\ln n_g}=\frac{1+2\rho}{1+\rho}.$$

At $n_g=20$, $\rho=25$ and the exponent is 1.96. At $n_g=5$, where $\rho=5.9$, the formula gives 1.86, but the coefficients aren't fixed there: from $n_g=5$ to 10 the total loss in the table rises with the exponent 1.99. A fitted exponent between 1 and 2 can therefore be a mixture of the two channels, not a new scattering law.

Single scattering requires $\alpha_{\rm back}L\ll1$. For $L=100$ µm this product is 0.084 at $n_g=20$ and 0.34 at $n_g=40$. In a much longer guide, repeated scattering makes the logarithm of the transmission fall steadily on average. Radiation aside, it falls at the rate $\alpha_{\rm back}$ only if $\alpha_{\rm back}\ll\pi/a-k$: the wave must travel undisturbed long enough for its distance from the band edge to have a meaning. The ratio of these quantities grows as $n_g^3$, from 0.015 to 0.12 between the same two values. The square law thus has an upper limit as well as a lower one.

For 200 random films 10.6 µm long at $n_g=20$, the mean reflection with repeated scattering included is 0.0097, against 0.0099 in single scattering on the same films. The exact single-scattering mean, from 36.2 dB/cm over 10.6 µm, is 0.0088; a mean over 200 films scatters about it by roughly 0.0008. With ten times the roughness, the sample values are 0.37 and 0.99, and the exact single-scattering mean is 0.88. The single-scattering result has then failed: it is more than twice the value with repeated scattering.

## Beside real silicon guides

A film of 40 nm is far thinner than a silicon guide of, say, 200 nm, and 0.1 nm is smooth compared with etched sidewalls, whose roughness is roughly a nanometre or more. The decibel values belong to this model and scale as $\sigma^2$ while scattering is weak. A uniform slab 40 nm thick has index 1.31, not 1.34. Material dispersion, with a rough silicon group index of 3.6, would raise $n_g$ by about 3% at $n_g=20$.

The roughness of a real film also varies along the grooves. If its correlation length there is also $\ell$, only its average over the width $w$ scatters into the axial backward mode, and that loss falls below the table by the factor $\sqrt\pi\,\ell/w$, about 0.018 for $w=10$ µm. In a film $w=10$ µm wide, roughness that varies along the grooves can radiate into about $2w/\lambda=13$ transverse channels. If each received as much power as the axial one, the ratio of backward to radiated loss at $n_g=20$ would fall from 25 to about 2. The radiation would still be linear in $n_g$. Scattering into oblique guided waves, not counted here, can exceed the axial backscattering in so wide a film, because there are many such waves. Most of them lie farther from a band edge, so each adds a loss proportional to $n_gn_g'$ with a nearly constant $n_g'$. The total loss can then grow more slowly than $n_g^2$, until the axial backscattering outweighs the rest. A square law in the total loss is easiest to see where few other guided waves are available. The complete values are in the numerical output below.

## Computed values

```
permittivity 12.0; period 530 nm
mean thickness 40 nm; modulation amplitude 16 nm
roughness rms 0.10 nm; correlation length 100 nm
band-edge wavelength 1556.4 nm
band-edge frequency 192.62 THz
n_g | wavelength nm | back dB/cm | out dB/cm | back/out
  3 | 1590.88 | 0.6291 | 0.1993 | 3.16
  5 | 1565.96 | 2.101 | 0.3545 | 5.93
 10 | 1558.55 | 9.013 | 0.7246 | 12.4
 20 | 1556.90 | 36.67 | 1.456 | 25.2
 40 | 1556.49 | 147.3 | 2.917 | 50.5
edge limit back/n_g^2: 0.09218 dB/cm
edge limit out/n_g: 0.07294 dB/cm
n_g | back coeff/edge | out coeff/edge | profile change
  3 | 0.7583 | 0.9109 | 0.3700
  5 | 0.9115 | 0.9720 | 0.2142
 10 | 0.9777 | 0.9933 | 0.1053
 20 | 0.9944 | 0.9983 | 0.0522
 40 | 0.9986 | 0.9996 | 0.0258
direct solution: n_g | back dB/cm | out dB/cm
  5 | 2.076 | 0.3508
 10 | 8.906 | 0.7168
 20 | 36.23 | 1.441
direct exponent, n_g 10 to 20, back: 2.024
direct exponent, n_g 10 to 20, out: 1.007
ratios when n_g goes from 10 to 20:
  incident crest intensity per power: 2.017
  fixed source, backward guided power: 2.015
  fixed source, radiated power: 1.000
profile change, n_g 10 over 20: 2.017
back coeff deviation, n_g 10 over 20: 3.994
random films: n_g 20, length 10.60 um, 200 samples
  rms 0.1 nm: mean R all orders 0.009672, single 0.009927
  rms 1.0 nm: mean R all orders 0.365, single 0.9927
one rough film: R 0.0220, T 0.9643, out 0.0137
  power sum 1.00000
n_g | back loss x 100 um | back loss/(pi/a-k)
 10 | 0.0208 | 0.0018
 20 | 0.0844 | 0.0152
 40 | 0.3391 | 0.1227
uniform film index: sheet 1.3375, slab 1.3118
rough silicon group index used: 3.6
neglected material dispersion in n_g: 2.99 %
transverse radiation channels, 10 um width: 12.9
```
